# Apparent Mobility of an Anisotropic Rubrene Channel: Long Bars and Short Channels: test program

```python
"""Apparent mobility of a rectangular transistor channel on an anisotropic crystal.

Result under test: with the source-drain direction x at angle theta from axis b,
  long narrow bar   (L >> W): 1/mu_app = cos^2/mu_b + sin^2/mu_a
  short wide channel (L << W):  mu_app = mu_b cos^2 + mu_a sin^2
and mu_app lies between these values for every L/W, with known end corrections.
Symbols: L channel length, W width, mu_a and mu_b principal mobilities (cm2/Vs),
mu_app = (conductance / sheet charge) * L / W.
The reference is a variational solution of the two-dimensional conduction problem
in Legendre polynomials; it uses none of the derived formulas.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy import constants as const
from scipy.linalg import solve
from scipy.special import digamma


def mobility_tensor(mu_b, mu_a, degrees):
    t = np.radians(degrees)
    x_axis = np.array([np.cos(t), np.sin(t)])      # components along (b, a)
    y_axis = np.array([-np.sin(t), np.cos(t)])
    frame = np.array([x_axis, y_axis])
    return frame @ np.diag([mu_b, mu_a]) @ frame.T


def polynomial_sets(n, free_ends):
    """Coefficients of the x functions (zero at both contacts unless free) and y functions."""
    cx = np.zeros((n + 2, n))
    for i in range(n):
        cx[i + 2, i], cx[i, i] = 1.0, -1.0
        cx[:, i] /= np.sqrt(4 * i + 6)
    if free_ends:
        cx = np.hstack([cx, np.eye(n + 2)[:, :2]])
    cy = np.diag(np.sqrt((2 * np.arange(n) + 1) / 2))
    return cx, cy


def solve_channel(tensor, length, width, n=28, contact=0.0):
    """Return mu_app and Ey/Ex at the centre.
    contact = sheet charge * total width-normalised contact resistance."""
    cx, cy = polynomial_sets(n, contact > 0)
    p, w = leggauss(n + 4)
    f, df = legval(p, cx), legval(p, legder(cx))
    g, dg = legval(p, cy), legval(p, legder(cy))
    a = tensor[0, 0] * width / length
    d = tensor[1, 1] * length / width
    c = tensor[0, 1]
    mass_y = (g * w) @ g.T
    cross_x, cross_y = (df * w) @ f.T, (dg * w) @ g.T
    K = a * np.kron((df * w) @ df.T, mass_y) + d * np.kron((f * w) @ f.T, (dg * w) @ dg.T)
    K += c * (np.kron(cross_x, cross_y.T) + np.kron(cross_x.T, cross_y))
    if contact > 0:
        ends = legval(np.array([-1.0, 1.0]), cx)
        K += (2 / contact) * (width / 2) * np.kron(ends @ ends.T, mass_y)
    load = 0.5 * a * np.kron(df @ w, g @ w) + 0.5 * c * np.kron(f @ w, dg @ w)
    u = -solve(K, load, assume_a='pos')
    conductance = a + load @ u
    U = u.reshape(cx.shape[1], n)
    slope_x = (2 / length) * (0.5 + legval(0.0, legder(cx)) @ U @ legval(0.0, cy))
    slope_y = (2 / width) * (legval(0.0, cx) @ U @ legval(0.0, legder(cy)))
    return conductance * length / width, slope_y / slope_x


def nonlinear_mobility(tensor, length, width, overdrive, drain, n=12):
    """Solve the channel with charge proportional to overdrive - V, then apply the
    isotropic transistor formula to the current."""
    cx, cy = polynomial_sets(n, False)
    p, w = leggauss(n + 8)
    f, df = legval(p, cx), legval(p, legder(cx))
    g, dg = legval(p, cy), legval(p, legder(cy))
    val, gx, gy = np.kron(f, g), np.kron(df, g), np.kron(f, dg)
    weights = np.kron(w, w)
    base = drain * (1 + np.kron(p, np.ones_like(p))) / 2
    a = tensor[0, 0] * width / length
    d = tensor[1, 1] * length / width
    c = tensor[0, 1]
    V = base.copy()
    for _ in range(60):
        q = weights * (overdrive - V)
        K = (gx * q) @ (a * gx + c * gy).T + (gy * q) @ (c * gx + d * gy).T
        load = (a * (gx @ q) + c * (gy @ q)) * drain / 2
        u = -solve(K, load)
        V_new = base + u @ val
        change = np.max(np.abs(V_new - V))
        V = V_new
        if change < 1e-11 * drain:
            break
    assert change < 1e-8 * drain
    q = weights * (overdrive - V)
    current = 0.5 * np.sum(q * (a * (drain / 2 + u @ gx) + c * (u @ gy)))
    return current / (width / length * (overdrive * drain - drain**2 / 2))


def short_limit(mu_b, mu_a, deg):
    t = np.radians(deg)
    return mu_b * np.cos(t)**2 + mu_a * np.sin(t)**2


def long_limit(mu_b, mu_a, deg):
    t = np.radians(deg)
    return 1 / (np.cos(t)**2 / mu_b + np.sin(t)**2 / mu_a)


def end_constant(mu_b, mu_a, deg):
    r = np.linalg.inv(mobility_tensor(mu_b, mu_a, deg))
    alpha = np.arccos(r[0, 1] / np.sqrt(r[0, 0] * r[1, 1])) / np.pi
    kappa = -(2 * np.log(2) + np.euler_gamma + (digamma(alpha) + digamma(1 - alpha)) / 2)
    return alpha, kappa


def corrected_long(mu_b, mu_a, deg, ratio):
    k = end_constant(mu_b, mu_a, deg)[1]
    return 1 / (1 / long_limit(mu_b, mu_a, deg) - 2 * k / (np.pi * np.sqrt(mu_a * mu_b) * ratio))


def corrected_short(mu_b, mu_a, deg, ratio):
    k = end_constant(mu_b, mu_a, deg)[1]
    return short_limit(mu_b, mu_a, deg) - 2 * k * np.sqrt(mu_a * mu_b) * ratio / np.pi


MU_B, MU_A = 15.0, 5.0                 # rough typical values, cm2/Vs
ANGLE = 45.0
T45 = mobility_tensor(MU_B, MU_A, ANGLE)
mean_geo = np.sqrt(MU_A * MU_B)

# Extreme shapes approach the two limiting laws
for deg in (20.0, 45.0, 70.0):
    T = mobility_tensor(MU_B, MU_A, deg)
    assert abs(solve_channel(T, 40, 1)[0] / long_limit(MU_B, MU_A, deg) - 1) < 0.01
    assert abs(solve_channel(T, 1, 40)[0] / short_limit(MU_B, MU_A, deg) - 1) < 0.01

# Finite shapes follow the end-corrected laws, also for stronger anisotropy
for mb, ma, deg in ((15, 5, 45), (15, 5, 20), (30, 3, 45)):
    T = mobility_tensor(mb, ma, deg)
    assert abs(solve_channel(T, 3, 1)[0] / corrected_long(mb, ma, deg, 3) - 1) < 2e-3
    assert abs(solve_channel(T, 1, 3)[0] / corrected_short(mb, ma, deg, 1 / 3) - 1) < 2e-3

# Exchange of contacts and edges; square at 45 degrees
direct = solve_channel(mobility_tensor(MU_B, MU_A, 30), 0.7, 1)[0]
swapped = solve_channel(mobility_tensor(MU_B, MU_A, 120), 1, 0.7)[0]
duality_error = direct * swapped / (MU_A * MU_B) - 1
assert abs(duality_error) < 2e-3
square = solve_channel(T45, 1, 1)[0]
square_coarse = solve_channel(T45, 1, 1, n=18)[0]
assert abs(square / mean_geo - 1) < 1e-3

# Fields at the centre: no transverse current in the bar, no transverse field when wide
field_long = solve_channel(T45, 10, 1)[1]
field_short = solve_channel(T45, 1, 10)[1]
field_predicted = -T45[0, 1] / T45[1, 1]
assert abs(field_long - field_predicted) < 0.02
assert abs(field_short) < 0.02

# Apparent mobility does not depend on drain bias
mu_nonlinear = nonlinear_mobility(T45, 1, 1, 20.0, 12.0)
assert abs(mu_nonlinear / square - 1) < 5e-3

# Largest ratio and largest difference of the two limits
scan = np.linspace(0, 90, 9001)
s_scan, l_scan = short_limit(MU_B, MU_A, scan), long_limit(MU_B, MU_A, scan)
gap_angle = np.degrees(np.arctan((MU_A / MU_B)**0.25))
gap_value = (np.sqrt(MU_B) - np.sqrt(MU_A))**2
ratio_max = (MU_A + MU_B)**2 / (4 * MU_A * MU_B)
assert abs(scan[np.argmax(s_scan - l_scan)] - gap_angle) < 0.05
assert abs(np.max(s_scan - l_scan) - gap_value) < 1e-5
assert abs(scan[np.argmax(s_scan / l_scan)] - 45) < 0.05
assert abs(np.max(s_scan / l_scan) - ratio_max) < 1e-6

print(f"mu_b, mu_a (rough inputs): {MU_B:.1f}, {MU_A:.1f} cm2/Vs")
print("angle(deg) | long limit | bar L/W=10 | channel L/W=0.1 | short limit (cm2/Vs)")
for deg in (0, 15, 30, 45, 60, 75, 90):
    T = mobility_tensor(MU_B, MU_A, deg)
    bar, wide = solve_channel(T, 10, 1)[0], solve_channel(T, 1, 10)[0]
    lo, hi = long_limit(MU_B, MU_A, deg), short_limit(MU_B, MU_A, deg)
    assert lo * (1 - 1e-6) <= bar <= hi * (1 + 1e-6)
    assert lo * (1 - 1e-6) <= wide <= hi * (1 + 1e-6)
    print(f"{deg:3d} | {lo:.3f} | {bar:.3f} | {wide:.3f} | {hi:.3f}")

alpha, kappa = end_constant(MU_B, MU_A, ANGLE)
print(f"corner angle of mapped channel at 45 deg: {180 * alpha:.2f} deg")
print(f"end constant kappa at 45 deg: {kappa:.4f}")
print("45 deg: L/W | 2D solution | end-corrected formula (cm2/Vs)")
for ratio in (0.1, 0.3, 1.0, 3.0, 10.0):
    numeric = solve_channel(T45, ratio, 1)[0]
    assert long_limit(MU_B, MU_A, 45) < numeric < short_limit(MU_B, MU_A, 45)
    if ratio < 1:
        text = f"{corrected_short(MU_B, MU_A, 45, ratio):.3f} (short)"
    elif ratio > 1:
        text = f"{corrected_long(MU_B, MU_A, 45, ratio):.3f} (long)"
    else:
        text = (f"{corrected_short(MU_B, MU_A, 45, 1):.3f} (short), "
                f"{corrected_long(MU_B, MU_A, 45, 1):.3f} (long)")
    print(f"{ratio:.1f} | {numeric:.3f} | {text}")
need = 2 * kappa * long_limit(MU_B, MU_A, 45) / (np.pi * mean_geo) / 0.01
print(f"L/W for 1 % end correction of 1/mu_app at 45 deg: {need:.1f}")
print(f"geometric mean sqrt(mu_a mu_b): {mean_geo:.4f} cm2/Vs")
print(f"square at 45 deg, 18 and 28 functions per axis: {square_coarse:.5f}, {square:.5f} cm2/Vs")
print(f"basis shift, 18 to 28 functions: {square - square_coarse:.1e} cm2/Vs")
print(f"relative error of duality product (30 deg, L/W=0.7): {duality_error:.1e}")
print(f"square from nonlinear channel, VD/Vov=0.6: {mu_nonlinear:.4f} cm2/Vs")
print(f"Ey/Ex at centre, L/W=10: {field_long:.4f}; formula {field_predicted:.4f}")
print(f"Ey/Ex at centre, L/W=0.1: {field_short:.4f}")
print(f"largest ratio short/long limit: {ratio_max:.4f} at 45 deg")
print(f"largest difference of limits: {gap_value:.3f} cm2/Vs at {gap_angle:.2f} deg")

# Devices and neglected effects
oxide_nm, eps_r, overdrive, drain, temperature = 300.0, 3.9, 20.0, 1.0, 300.0
cap = eps_r * const.epsilon_0 / (oxide_nm * 1e-9)          # F/m2
cap_cm = cap * 1e-4                                       # F/cm2
contact_res = 1000.0                                      # ohm cm, both contacts, rough
density = cap * overdrive / const.e
print(f"oxide {oxide_nm:.0f} nm, eps_r {eps_r:.1f}, overdrive {overdrive:.0f} V, drain {drain:.0f} V")
print(f"gate capacitance: {cap_cm * 1e9:.2f} nF/cm2")
print(f"hole density at source: {density * 1e-4:.2e} cm^-2")
print(f"contact resistance input (rough, both contacts): {contact_res:.0f} ohm cm")
for name, L_um, W_um in (("long bar", 1000.0, 100.0), ("short channel", 100.0, 1000.0)):
    L_cm, W_cm = L_um * 1e-4, W_um * 1e-4
    mu = solve_channel(T45, L_cm, W_cm)[0]
    current = mu * cap_cm * W_cm / L_cm * (overdrive * drain - drain**2 / 2)
    contact = cap_cm * overdrive * contact_res
    with_contact = solve_channel(T45, L_cm, W_cm, contact=contact)[0]
    series = 1 / (1 / mu + contact / L_cm)
    assert abs(with_contact / series - 1) < 0.02
    print(f"{name}: L {L_um:.0f} um, W {W_um:.0f} um, mu_app {mu:.3f} cm2/Vs, I {current * 1e6:.3f} uA")
    print(f"  with contacts: 2D {with_contact:.3f}, series estimate {series:.3f} cm2/Vs")
tilt = short_limit(MU_B, MU_A, 40) - short_limit(MU_B, MU_A, 45)
print(f"short limit change for 5 deg misalignment (45 to 40): {tilt:.3f} cm2/Vs")
print(f"relative mobility error for 1 V threshold error: {100 / overdrive:.1f} %")
warming = 100 * (((temperature + 10) / temperature)**-1.5 - 1)
print(f"mobility change, 300 to 310 K, if mu ~ T^-1.5 (assumed): {warming:.1f} %")
tau = MU_B * 1e-4 * const.m_e / const.e
path = tau * np.sqrt(2 * const.k * temperature / const.m_e)
print(f"mean free path along b (free-electron mass assumed): {path * 1e9:.2f} nm")
dos = const.m_e * const.k * temperature / (np.pi * const.hbar**2)
print(f"hole density / thermal density of states (same mass): {density / dos:.3f}")
print(f"gate field in oxide: {overdrive / (oxide_nm * 1e-7) * 1e-6:.3f} MV/cm")
print(f"shortest channel length / oxide thickness: {100e3 / oxide_nm:.0f}")
print("all tests passed")
```

Running it gives:

```
mu_b, mu_a (rough inputs): 15.0, 5.0 cm2/Vs
angle(deg) | long limit | bar L/W=10 | channel L/W=0.1 | short limit (cm2/Vs)
  0 | 15.000 | 15.000 | 15.000 | 15.000
 15 | 13.228 | 13.318 | 14.292 | 14.330
 30 | 10.000 | 10.149 | 12.390 | 12.500
 45 | 7.500 | 7.610 | 9.856 | 10.000
 60 | 6.000 | 6.054 | 7.390 | 7.500
 75 | 5.234 | 5.248 | 5.632 | 5.670
 90 | 5.000 | 5.000 | 5.000 | 5.000
corner angle of mapped channel at 45 deg: 60.00 deg
end constant kappa at 45 deg: 0.2616
45 deg: L/W | 2D solution | end-corrected formula (cm2/Vs)
0.1 | 9.856 | 9.856 (short)
0.3 | 9.567 | 9.567 (short)
1.0 | 8.660 | 8.558 (short), 8.764 (long)
3.0 | 7.879 | 7.879 (long)
10.0 | 7.610 | 7.610 (long)
L/W for 1 % end correction of 1/mu_app at 45 deg: 14.4
geometric mean sqrt(mu_a mu_b): 8.6603 cm2/Vs
square at 45 deg, 18 and 28 functions per axis: 8.66065, 8.66036 cm2/Vs
basis shift, 18 to 28 functions: -2.8e-04 cm2/Vs
relative error of duality product (30 deg, L/W=0.7): 1.7e-05
square from nonlinear channel, VD/Vov=0.6: 8.6615 cm2/Vs
Ey/Ex at centre, L/W=10: 0.5000; formula 0.5000
Ey/Ex at centre, L/W=0.1: 0.0000
largest ratio short/long limit: 1.3333 at 45 deg
largest difference of limits: 2.679 cm2/Vs at 37.23 deg
oxide 300 nm, eps_r 3.9, overdrive 20 V, drain 1 V
gate capacitance: 11.51 nF/cm2
hole density at source: 1.44e+12 cm^-2
contact resistance input (rough, both contacts): 1000 ohm cm
long bar: L 1000 um, W 100 um, mu_app 7.610 cm2/Vs, I 0.171 uA
  with contacts: 2D 7.453, series estimate 7.479 cm2/Vs
short channel: L 100 um, W 1000 um, mu_app 9.856 cm2/Vs, I 22.122 uA
  with contacts: 2D 8.001, series estimate 8.033 cm2/Vs
short limit change for 5 deg misalignment (45 to 40): 0.868 cm2/Vs
relative mobility error for 1 V threshold error: 5.0 %
mobility change, 300 to 310 K, if mu ~ T^-1.5 (assumed): -4.8 %
mean free path along b (free-electron mass assumed): 0.81 nm
hole density / thermal density of states (same mass): 0.133
gate field in oxide: 0.667 MV/cm
shortest channel length / oxide thickness: 333
all tests passed
```
